# Unrestricted G0W0 with coupled spin channels and its closed-shell limit, part 2

We want the ionization energies of molecules such as the NH$_2$ radical (five $\alpha$ and four $\beta$ electrons) from G0W0. The self-energy $\Sigma_\sigma$ is $i$ times the product of the Green function $G_\sigma$ and the screened interaction $W$, both built once from an unrestricted Hartree–Fock (UHF) or Kohn–Sham reference. The algebra uses atomic units.

The real reference orbitals $\phi_{p\sigma}$ have spin $\sigma=\alpha,\beta$ and energies $\varepsilon_{p\sigma}$; $i,j$ are occupied, $a,b$ virtual, $p,q$ any. The gaps $D_{ia\sigma}=\varepsilon_{a\sigma}-\varepsilon_{i\sigma}>0$ also form a diagonal matrix $D$. The integral $(pq\sigma|rs\tau)$ couples $\phi_{p\sigma}\phi_{q\sigma}$ to $\phi_{r\tau}\phi_{s\tau}$ through $v=1/|\mathbf r-\mathbf r'|$, and $\eta\to0^+$.

In the random-phase approximation (RPA), $W=v+vP_0W$ and $W_c=W-v$. With $\mu=(ia\sigma)$ running over the transitions of both spins and $\rho_\mu=\phi_{i\sigma}\phi_{a\sigma}$, the independent-electron response is

$$P_0(\mathbf r,\mathbf r';\omega)=\sum_\mu\rho_\mu(\mathbf r)\,\Pi_\mu(\omega)\,\rho_\mu(\mathbf r'),\qquad \Pi_\mu=\frac{2D_\mu}{\omega^2-D_\mu^2}. \tag{1}$$

$$K_{ia\sigma,jb\tau}=(ia\sigma|jb\tau),\qquad K=\begin{pmatrix}K^{\alpha\alpha}&K^{\alpha\beta}\\K^{\beta\alpha}&K^{\beta\beta}\end{pmatrix}. \tag{2}$$

The response matrix is $R=(\Pi^{-1}-K)^{-1}$, with $\Pi$ diagonal, or

$$R=2D^{1/2}(\omega^2-M)^{-1}D^{1/2},\qquad M=D^2+2D^{1/2}KD^{1/2}. \tag{3}$$

The modes $m$ obey $Mz^m=\Omega_m^2z^m$ with orthonormal $z^m$, and $\Omega_{\min}\ge D_{\min}$. Their transition vectors and couplings are

$$u^m\equiv(X+Y)^m=\Omega_m^{-1/2}D^{1/2}z^m, \tag{4}$$

$$w^m_{pq\sigma}=\sum_{jb\tau}(pq\sigma|jb\tau)\,u^m_{jb\tau}. \tag{5}$$

$$(pq\sigma|W_c(\omega)|pq\sigma)=\sum_m(w^m_{pq\sigma})^2\left[\frac1{\omega-\Omega_m+i\eta}-\frac1{\omega+\Omega_m-i\eta}\right]. \tag{6}$$

The self-energy has an exchange part,

$$\Sigma_{x,\sigma}(\mathbf r,\mathbf r')=-\sum_i\phi_{i\sigma}(\mathbf r)\phi_{i\sigma}(\mathbf r')\,v(\mathbf r,\mathbf r'),$$

and a correlation part, whose diagonal element is

$$\Sigma^c_{p\sigma}(\omega)=\sum_m\left[\sum_i\frac{(w^m_{pi\sigma})^2}{\omega-\varepsilon_{i\sigma}+\Omega_m-i\eta}+\sum_a\frac{(w^m_{pa\sigma})^2}{\omega-\varepsilon_{a\sigma}-\Omega_m+i\eta}\right]. \tag{7}$$

In a one-electron model, $\Sigma^c$ of the occupied level is nonzero although the true value is zero. This defect is called self-screening.

### The quasiparticle equation

The reference energy contains the mean-field potential $v_{xc}^\sigma$, which the self-energy replaces. Here $v_{xc}^\sigma$ means everything in the mean-field operator beyond the one-electron terms and the classical repulsion. If the off-diagonal elements of $\Sigma_\sigma-v_{xc}^\sigma$ between reference orbitals are neglected, the Green function of level $p\sigma$ is

$$G_{p\sigma}(\omega)=\frac1{\omega-e_{p\sigma}-\Sigma^c_{p\sigma}(\omega)},\qquad e_{p\sigma}=\varepsilon_{p\sigma}+\langle p\sigma|\Sigma_{x,\sigma}-v^\sigma_{xc}|p\sigma\rangle .$$

Its poles solve

$$E=e_{p\sigma}+\mathrm{Re}\,\Sigma^c_{p\sigma}(E). \tag{8}$$

In UHF, $v_{xc}^\sigma$ is the exchange operator $\Sigma_{x,\sigma}$ itself, so $e_{p\sigma}=\varepsilon_{p\sigma}$. For an occupied level, $-E$ is the vertical ionization energy within this approximation.

In a finite basis the poles of $\Sigma^c$ are discrete, and between them $\eta$ may be set to zero. Consider $f(E)=E-e_{p\sigma}-\Sigma^c_{p\sigma}(E)$. Each term $w^2/(E-P)$, with pole position $P$, has the derivative $-w^2/(E-P)^2$, so

$$f'(E)=1+\sum\frac{w^2}{(E-P)^2}\ge1 .$$

Poles of occupied type lie at $\varepsilon_{i\sigma}-\Omega_m$ and those of virtual type at $\varepsilon_{a\sigma}+\Omega_m$. Between the highest of the first kind and the lowest of the second, counting nonzero couplings, there is a central interval without poles. Just above its lower edge $\Sigma^c\to+\infty$ and $f\to-\infty$. Just below its upper edge $\Sigma^c\to-\infty$ and $f\to+\infty$. As $f$ rises steadily, it has exactly one zero there. Near this zero $G_{p\sigma}\approx Z/(\omega-E)$, with

$$Z=\frac1{f'(E)},\qquad 0<Z\le1 .$$

A value near one means that most of the spectral strength of the orbital sits in this pole. For a deep level the main solution may lie outside the central interval, among the poles, and a single quasiparticle energy may then lose its meaning.

### What the two sums mean

In the central interval every occupied-type denominator is positive and every virtual-type one negative. The first sum therefore raises the level and the second lowers it.

The term $i=p$ of an occupied level has a classical meaning. At $E\approx\varepsilon_{p\sigma}$ it is $\sum_m(w^m_{pp\sigma})^2/\Omega_m$. Equation (6) at zero frequency gives $(pp|W_c(0)|pp)=-2\sum_m(w^m_{pp})^2/\Omega_m$. Hence

$$\sum_m\frac{(w^m_{pp\sigma})^2}{\Omega_m}=-\tfrac12(pp\sigma|W_c(0)|pp\sigma).$$

This positive quantity is the energy gained when a medium responds linearly to the charge density $\phi_{p\sigma}^2$; the polarization energy itself, $\tfrac12(pp\sigma|W_c(0)|pp\sigma)$, is its negative. The factor one half appears because half of the interaction energy is spent on polarizing the medium. This one term raises the level by about this amount (the equality holds at $E=\varepsilon_{p\sigma}$, and the root lies slightly away from it) and so makes ionization easier; the net shift also contains the other occupied terms and the opposing virtual sum.

### Two identical spin channels

Now let $\alpha$ and $\beta$ have the same orbitals, energies and occupations. Write $d$ for the diagonal matrix of gaps of one spin and $k_{ia,jb}=(ia|jb)$ for the spatial integrals. All four blocks of $K$ are equal:

$$M=\begin{pmatrix}d^2+2d^{1/2}kd^{1/2}&2d^{1/2}kd^{1/2}\\2d^{1/2}kd^{1/2}&d^2+2d^{1/2}kd^{1/2}\end{pmatrix}.$$

Try the normalized vectors $z^\pm=(y,\pm y)/\sqrt2$ with $y^Ty=1$. The first row of $Mz^\pm$ is

$$\frac1{\sqrt2}\left[d^2+2d^{1/2}kd^{1/2}\pm2d^{1/2}kd^{1/2}\right]y,$$

and the second row is $\pm$ the same expression. The problem splits into two of half the size.

*Minus combination.* The Coulomb terms cancel, leaving $d^2y=\Omega^2y$. Each mode has $\Omega=d_{ia}$, and its two spin densities are opposite. In equation (5) the contributions of $\tau=\alpha$ and $\tau=\beta$ cancel, so $w=0$. These modes move spin without moving charge and drop out of $\Sigma^c$. Their energies are bare orbital gaps because the RPA used here has no exchange in its kernel; they are not predictions of triplet excitation energies.

*Plus combination.* The Coulomb terms add:

$$\left[d^2+2d^{1/2}(2k)d^{1/2}\right]y^m=\Omega_m^2y^m. \tag{9}$$

This is the one-channel problem with $k$ replaced by $2k$, the first factor of two. It says that a displaced charge acts on the electrons of both spins.

The second factor comes from normalization. Define the spatial vector $s^m=\Omega_m^{-1/2}d^{1/2}y^m$. The spin-orbital vector has $u^m_{jb\alpha}=u^m_{jb\beta}=s^m_{jb}/\sqrt2$. Equation (5) then becomes

$$w^m_{pq}=2\cdot\frac1{\sqrt2}\sum_{jb}(pq|jb)s^m_{jb}=\sqrt2\,\tilde w^m_{pq},\qquad \tilde w^m_{pq}=\sum_{jb}(pq|jb)s^m_{jb}.$$

The 2 counts the two values of $\tau$. Squaring gives $(w^m_{pq})^2=2(\tilde w^m_{pq})^2$, so that

$$\Sigma^c_p(\omega)=2\sum_m\left[\sum_i\frac{(\tilde w^m_{pi})^2}{\omega-\varepsilon_i+\Omega_m-i\eta}+\sum_a\frac{(\tilde w^m_{pa})^2}{\omega-\varepsilon_a-\Omega_m+i\eta}\right]. \tag{10}$$

The sums over $i$ and $a$ run over spatial orbitals once, since they come from $G_\sigma$ of a single spin. They give no third factor. The index $m$ runs over the solutions of (9) alone.

The two factors enter at different orders. To second order in the Coulomb interaction, $W_c=vP_0v$, and $P_0$ is twice the response of one spin. This is the prefactor in (10). The 2 in the kernel first matters at third order.

Deleting the $\alpha\beta$ blocks in a closed shell has a simple consequence. Each spin then has its own modes with kernel $k$, and the two sets couple equally to $\phi_p\phi_q$. Their squared couplings add up to the prefactor 2. The deletion is thus the same error as leaving the 2 out of (9) while keeping it in (10).

### Water: the size of each factor

Take a water molecule with O–H distance 0.96 Å and angle 104.5°, in the cc-pVDZ basis. Five occupied and 19 virtual orbitals give 95 transitions per spin, 190 in all. Of the 190 modes, 95 are of the silent minus type.

The highest occupied level lies at $-13.414$ eV in restricted Hartree–Fock. Solving (8) numerically by bracketing the root gives $E=-12.150$ eV, whether the 190-dimensional two-spin problem or equations (9) and (10) are used. The shift is $1.264$ eV. Omitting factors changes the result as follows.

| Factor omitted | $E$ (eV) | Change (eV) |
|---|---|---|
| 2 in the kernel | $-11.616$ | $+0.534$ |
| 2 in the prefactor | $-12.766$ | $-0.616$ |
| both | $-12.482$ | $-0.332$ |

Without the prefactor, $\Sigma^c$ is halved at each energy. Half of $1.264$ is $0.632$ eV, while the shift found is $-12.766+13.414=0.648$ eV. The difference arises because the root has moved down, where the falling function $\Sigma^c(E)$ is larger.

Without the 2 in the kernel the shift grows to $1.798$ eV. At imaginary frequency the negative of the response matrix is $(-\Pi^{-1}+K)^{-1}$, with $-\Pi^{-1}$ positive, and a weaker $K$ makes it larger. The medium is then too polarizable. This does not by itself fix the sign of the change in $E$, since the two sums in $\Sigma^c$ oppose each other. The change is of the same size as that from the prefactor, so terms beyond second order are not small here. With the kernel removed altogether, $W_c=vP_0v$, the level would lie at $-10.477$ eV. When both factors are missing the errors partly offset each other, and the result looks less wrong than either single omission.

These numbers belong to cc-pVDZ and are not converged in the basis. In cc-pVTZ the level lies at $-12.790$ eV, $0.64$ eV lower, the shift is $0.932$ eV, and the three changes in the table become $+0.544$, $-0.452$ and $-0.162$ eV. The signs and the partial offset persist, while the order of size of the two single omissions is reversed.

### NH$_2$: levels of both spins

For the radical take N–H distances of 1.02 Å and an angle of 103°. In cc-pVDZ there are 24 orbitals per spin, with $5\times19=95$ transitions for $\alpha$ and $4\times20=80$ for $\beta$, so that $M$ has dimension 175. The UHF determinant has $\langle S^2\rangle=0.758$ against $0.75$ for a pure doublet; spin contamination is slight. The smallest gap is $D_{\min}=16.461$ eV and the smallest RPA energy is $17.292$ eV, in accord with $\Omega_{\min}\ge D_{\min}$.

The table gives the frontier levels in eV. Parity refers to reflection in the molecular plane.

| Level | Parity | UHF | $\Sigma^c(E)$ | $E$ | $Z$ |
|---|---|---|---|---|---|
| $\alpha$, second highest occ. | odd | $-13.73$ | $1.23$ | $-12.50$ | $0.95$ |
| $\alpha$, highest occ. | even | $-13.53$ | $0.76$ | $-12.77$ | $0.95$ |
| $\alpha$, lowest virtual | even | $4.99$ | $-0.34$ | $4.65$ | $0.99$ |
| $\beta$, highest occ. | even | $-12.34$ | $0.56$ | $-11.77$ | $0.95$ |
| $\beta$, lowest virtual | odd | $4.13$ | $-1.73$ | $2.39$ | $0.96$ |

The two highest occupied $\alpha$ levels change order: the odd level lies below the even one in UHF and above it in G0W0. The label "highest occupied" thus depends on the method, while the parity does not. The virtual energies depend strongly on the basis, which here has no diffuse functions: in aug-cc-pVDZ the lowest odd $\beta$ virtual level drops from $2.39$ to $0.96$ eV, though it stays positive, and in UHF it is then no longer the lowest virtual orbital, since even ones lie below it. They should not be read as electron affinities.

The easiest removal is that of a $\beta$ electron. It leaves five $\alpha$ and three $\beta$ electrons, with spin projection $S_z=1$, as in a triplet cation. Removing an $\alpha$ electron leaves $S_z=0$, which admits both singlets and triplets. In an exact theory a triplet has the same energy for $S_z=0$ and $S_z=1$, so the triplet reached by $\beta$ removal can also appear in $\alpha$ removal, next to a singlet. The unrestricted calculation instead gives the even $\alpha$ level one strong pole, with $Z=0.95$. Its energy need not belong to a state of definite total spin.

### The highest $\beta$ level in detail

The central interval of this level runs from $-30.190$ to $21.417$ eV. The upper edge is the lowest $\beta$ virtual energy plus the smallest RPA energy, $4.125+17.292=21.417$ eV. The lower edge is not $-12.336-17.292=-29.628$ eV, and parity explains why. The mode at $17.292$ eV couples to the product of the even level and the odd virtual orbital, so its charge is odd. It cannot couple to the even density of the level itself, and that pole is absent.

At the solution, the occupied sum is $1.961$ eV and the virtual sum $-1.399$ eV:

$$E=-12.336+1.961-1.399=-11.774\ \text{eV}.$$

The net shift of $0.562$ eV is a difference of larger terms, which makes it sensitive to errors in the screening. If the blocks $K^{\alpha\beta}$ and $K^{\beta\alpha}$ are deleted, the level moves to $-11.495$ eV. This error of $0.279$ eV is half of the correlation shift in this basis. In cc-pVTZ the error is almost the same, $0.284$ eV, but the net shift falls to $0.260$ eV, so the error then exceeds the whole shift.

### How far the number can be trusted

Total energies in the same basis and geometry offer a comparison. The difference of UHF energies between the triplet cation and the neutral radical is $10.34$ eV. It includes orbital relaxation but no correlation. Coupled cluster with singles, doubles and perturbative triples, CCSD(T), with all electrons correlated, gives $11.47$ eV. The G0W0 value from UHF, $11.77$ eV, is $0.31$ eV above CCSD(T), and the bare UHF orbital energy is $0.87$ eV above it. CCSD(T) is itself approximate and shares the small basis.

The starting point matters. With the hybrid functional PBE0 the orbital energy is $-8.186$ eV. Replacing $v_{xc}^\sigma$ by exchange gives $e_{p\sigma}=-12.241$ eV, and adding $\Sigma^c(E)=0.959$ eV leads to $E=-11.282$ eV. The two starting points differ by $0.49$ eV, and the CCSD(T) value lies between them.

The basis matters as much. In cc-pVTZ the calculation from UHF gives $-12.295$ eV, a change of $0.52$ eV from cc-pVDZ. The two highest occupied $\alpha$ levels move down by about $0.5$ eV as well, to $-12.99$ eV (odd) and $-13.24$ eV (even), and their change of order relative to UHF remains. The comparison with CCSD(T) above was made in cc-pVDZ only. Since the G0W0 value is not converged in that basis, the difference found is no estimate of the error against experiment. What remains outside the method in any basis is the neglected off-diagonal part of $\Sigma$, the lack of self-consistency that causes the dependence on the starting point, the lack of definite total spin in an unrestricted reference, the missing exchange and vertex terms in $W$ and $\Sigma$, and the self-screening found in the one-electron model.
